# Rigid drift and Wigner-Seitz defect counts in Bravais and diamond crystals: verification in Python

```python
"""
Result under test: a rigid drift d of all atoms leaves every Wigner-Seitz cell of
a periodic Bravais crystal singly occupied. In diamond structure it gives either
single occupancy, or one sublattice doubly filled and the other empty.
False pairs occur exactly when s(d) != s(-d), where s(x) is the sublattice
(0 = A, 1 = B) of the reference site nearest x, with an A site at the origin.
Symbols: a = cubic lattice parameter, tau = a(1,1,1)/4, N = number of atoms,
E = recoil energy, M = atomic mass, u = unit drift direction.
Geometry is done with a = 1; the silicon example uses nm, ps, eV and K.
"""
import numpy as np
from scipy import constants as const
from scipy.spatial import cKDTree
from scipy.special import erfc

rng = np.random.default_rng(24681)
tau = np.ones(3) / 4
fcc_basis = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])


def cell_indices(n):
    return np.array(np.meshgrid(*[np.arange(n)] * 3, indexing="ij")).reshape(3, -1).T


def fcc_sites(n):
    return (cell_indices(n)[:, None, :] + fcc_basis).reshape(-1, 3)


def diamond_sites(n):
    sublattice_a = fcc_sites(n)
    return np.vstack([sublattice_a, sublattice_a + tau])


def brute_occupancy(vectors, basis, n, drift):
    """Explicit nearest-site search in an n*n*n supercell of primitive vectors."""
    sites = np.vstack([cell_indices(n) @ vectors + b for b in basis])
    supercell = n * vectors
    difference = (sites + drift)[:, None, :] - sites[None, :, :]
    fractional = difference @ np.linalg.inv(supercell)
    fractional -= np.round(fractional)
    distance2 = np.sum((fractional @ supercell) ** 2, axis=2)
    return np.bincount(distance2.argmin(axis=1), minlength=len(sites))


def count_pairs(tree, atoms, box):
    nearest = tree.query(np.mod(atoms, box))[1]
    occupancy = np.bincount(nearest, minlength=tree.n)
    vacancies = int(np.sum(occupancy == 0))
    assert vacancies == int(np.sum(np.maximum(occupancy - 1, 0)))
    return vacancies


# ---- Bravais crystals: single occupancy for arbitrary drift
bravais = {
    "fcc": np.array([[0, .5, .5], [.5, 0, .5], [.5, .5, 0]]),
    "bcc": np.array([[-.5, .5, .5], [.5, -.5, .5], [.5, .5, -.5]]),
    "triclinic": np.array([[1, 0, 0], [.2, 1.1, 0], [.15, .25, .9]]),
}
bravais_trials = 0
for vectors in bravais.values():
    for drift in rng.uniform(-3, 3, (60, 3)):
        assert np.all(brute_occupancy(vectors, [np.zeros(3)], 4, drift) == 1)
        bravais_trials += 1

# ---- Diamond: sublattice of the nearest site
small_sites = diamond_sites(2)
small_tree = cKDTree(small_sites, boxsize=2.0)


def nearest_type(points):
    index = small_tree.query(np.mod(points, 2.0))[1]
    return (index >= len(small_sites) // 2).astype(int)


def makes_false_pairs(drifts):
    return nearest_type(drifts) == nearest_type(drifts + tau)


# Full occupancies against the inversion criterion
diamond_trials = rng.uniform(-2, 2, (300, 3))
criterion = nearest_type(diamond_trials) != nearest_type(-diamond_trials)
for drift, predicted_false in zip(diamond_trials, criterion):
    occ = brute_occupancy(bravais["fcc"], [np.zeros(3), tau], 3, drift)
    half = len(occ) // 2
    pattern = (occ[0], occ[half])
    assert np.all(occ[:half] == occ[0]) and np.all(occ[half:] == occ[half])
    assert pattern in ([(0, 2), (2, 0)] if predicted_false else [(1, 1)])
false_trials = int(criterion.sum())
assert 0 < false_trials < len(criterion)

# Drifts with one zero cubic component never make false pairs
planar = rng.uniform(-2, 2, (6000, 3))
planar[np.arange(6000), np.arange(6000) % 3] = 0
assert not np.any(makes_false_pairs(planar))


# ---- Onset in arbitrary directions, found by scanning nearest sites
def onset_formula(u):
    return 3 / (8 * np.sum(np.abs(u)))


def closing_formula(u):
    return 3 / (8 * (np.sum(np.abs(u)) - 2 * np.min(np.abs(u))))


directions = rng.normal(size=(400, 3))
directions /= np.linalg.norm(directions, axis=1)[:, None]
directions = directions[np.min(np.abs(directions), axis=1) > 0.03][:150]
scan_step = 0.0005
scan = np.arange(scan_step / 2, 0.45, scan_step)
worst_onset_error = 0.0
for u in directions:
    flags = makes_false_pairs(scan[:, None] * u)
    assert flags.any()
    worst_onset_error = max(worst_onset_error,
                            abs(scan[flags.argmax()] - onset_formula(u)))
assert worst_onset_error <= 1.01 * scan_step

u135 = np.array([1., 3., 5.]) / np.sqrt(35)
u111 = np.ones(3) / np.sqrt(3)
for u, scan_end in ((u135, 0.36), (u111, 0.90)):
    fine = np.arange(0.00005, scan_end, 0.0001)
    flags = makes_false_pairs(fine[:, None] * u)
    inside = (fine > onset_formula(u)) & (fine < closing_formula(u))
    assert np.sum(flags != inside) <= 2
assert abs(onset_formula(u111) - np.linalg.norm(tau) / 2) < 1e-12
# Position of a drifted A atom relative to its new B site when the window closes
closing_offset = np.linalg.norm(closing_formula(u135) * u135 - tau)
assert closing_offset <= np.linalg.norm(tau) / 2 + 1e-12


# ---- Fraction of all drifts that make false pairs
def false_fraction(n):
    shift = np.array([0.3171, 0.6137, 0.4519])
    return makes_false_pairs((cell_indices(n) + shift) / n).mean()


fraction_coarse, fraction_fine = false_fraction(32), false_fraction(64)
assert abs(fraction_fine - fraction_coarse) < 0.01
random_fraction = makes_false_pairs(rng.uniform(0, 1, (100000, 3))).mean()
assert abs(random_fraction - fraction_fine) < 0.01

# ---- Momentum sharing: kick one atom in an anharmonic periodic chain
chain_n, dt, steps = 16, 0.05, 20000
x, v = np.zeros(chain_n), np.zeros(chain_n)
v[0] = 1.0


def chain_force(position):
    stretch = np.roll(position, -1) - position
    tension = stretch + stretch ** 3
    return tension - np.roll(tension, 1)


force = chain_force(x)
for _ in range(steps):
    v += force * dt / 2
    x += v * dt
    force = chain_force(x)
    v += force * dt / 2
chain_ratio = x / (dt * steps / chain_n)
assert np.max(np.abs(chain_ratio - 1)) < 0.05

# ---- Silicon example: rough typical input values
a_nm, cells, energy_ev, mass_u = 0.543, 20, 2000.0, 28.0855
start_temperature, vibration_300 = 300.0, 0.008
sites = diamond_sites(cells)
N = len(sites)
tree = cKDTree(sites, boxsize=float(cells))
mass = mass_u * const.atomic_mass
recoil_speed = np.sqrt(2 * energy_ev * const.e / mass) * 1e-3
drift_speed = recoil_speed / N
onset_nm, closing_nm = a_nm * onset_formula(u135), a_nm * closing_formula(u135)
onset_ps, closing_ps = onset_nm / drift_speed, closing_nm / drift_speed

# Kinetic energy removed by zeroing the mean velocity
velocities = np.zeros(N)
velocities[0] = recoil_speed * 1e3
removed_ev = mass / 2 * (np.sum(velocities ** 2)
                        - np.sum((velocities - velocities.mean()) ** 2)) / const.e
assert abs(removed_ev / (energy_ev / N) - 1) < 1e-6

# Heating and vibration (classical harmonic solid, no heat removed)
heating = energy_ev * const.e / (3 * N * const.k)
hot_temperature = start_temperature + heating
sigma_nm = vibration_300 * np.sqrt(hot_temperature / 300.0)
noise = rng.normal(scale=sigma_nm / a_nm, size=(N, 3))
times = (60.0, 80.0, 100.0)
cold_counts, hot_counts = [], []
for time in times:
    drift = drift_speed * time / a_nm * u135
    cold_counts.append(count_pairs(tree, sites + drift, cells))
    hot_counts.append(count_pairs(tree, sites + drift + noise, cells))
    expected = N // 2 if onset_ps < time < closing_ps else 0
    assert cold_counts[-1] == expected
half_bond_nm = a_nm * np.linalg.norm(tau) / 2
face_margin = half_bond_nm - drift_speed * times[0] * (u135 @ u111)
tail_count = N / 2 * 0.5 * erfc(face_margin / sigma_nm / np.sqrt(2))
assert abs(hot_counts[0] - tail_count) < 5 * np.sqrt(tail_count) + 2

# Vibrating fcc crystal with its drift at a face midpoint
fcc = fcc_sites(12)
fcc_tree = cKDTree(fcc, boxsize=12.0)
fcc_atoms = fcc + np.array([.25, .25, 0]) + rng.normal(scale=.01, size=fcc.shape)
fcc_empty = count_pairs(fcc_tree, fcc_atoms, 12) / len(fcc)
assert abs(fcc_empty - 0.25) < 0.02

# One real Frenkel pair: remove an atom from the origin, put it in a distant hole
true_drift = drift_speed * times[1] / a_nm * u135
displacement = true_drift + noise
displacement[0] += np.array([5.5, 5.5, 5.5])
raw_pairs = count_pairs(tree, sites + displacement, cells)
mean_displacement = displacement.mean(axis=0)
corrected_pairs = count_pairs(tree, sites + displacement - mean_displacement, cells)
residual_nm = a_nm * np.linalg.norm(mean_displacement - true_drift)
assert corrected_pairs == 1 and raw_pairs > 1000

# ---- Centre-of-mass motion with a Langevin border one cubic cell thick
thermal_speed = np.sqrt(const.k * start_temperature / (N * mass)) * 1e-3
border_fraction = 1 - ((cells - 2) / cells) ** 3
border_damping_ps = 1.0
decay_ps = border_damping_ps / border_fraction
t_end = times[1]
mean_damped = drift_speed * decay_ps * (1 - np.exp(-t_end / decay_ps))
rms_component = thermal_speed * decay_ps * np.sqrt(
    2 * (t_end / decay_ps - 1 + np.exp(-t_end / decay_ps)))
walkers, dt = 4000, 0.05
v = drift_speed + thermal_speed * rng.normal(size=walkers)
x = np.zeros(walkers)
kick = thermal_speed * np.sqrt(2 * dt / decay_ps)
for _ in range(int(round(t_end / dt))):
    x += v * dt
    v += -v * dt / decay_ps + kick * rng.normal(size=walkers)
assert abs(x.mean() - mean_damped) < 5 * rms_component / np.sqrt(walkers) + 2e-4
assert abs(x.std() / rms_component - 1) < 0.07

# Other rough size estimates
electronic_fraction, sound_speed = 0.20, 8.0
onset_with_loss = onset_ps / np.sqrt(1 - electronic_fraction)
sound_crossing = cells * a_nm / sound_speed

# ---- Printed results
print(f"Bravais drifts tested, all singly occupied: {bravais_trials}")
print(f"diamond drifts tested: {len(criterion)}, with false pairs: {false_trials}")
print(f"largest onset error in direction scan: {worst_onset_error:.5f} a")
print(f"false fraction of uniform drifts, 64^3 grid: {fraction_fine:.4f}")
print(f"shift from 32^3 to 64^3 grid: {fraction_fine - fraction_coarse:+.5f}")
print(f"false fraction from random drifts: {random_fraction:.4f}")
print(f"chain drift over v0 t/N, min and max: {chain_ratio.min():.4f}, "
      f"{chain_ratio.max():.4f}")
print(f"lattice parameter (rough input): {a_nm:.3f} nm")
print(f"atoms: {N}; cell edge: {cells * a_nm:.2f} nm")
print(f"recoil energy: {energy_ev:.0f} eV; atomic mass: {mass_u:.4f} u")
print(f"initial recoil speed: {recoil_speed:.2f} nm/ps")
print(f"centre-of-mass drift speed: {drift_speed:.6f} nm/ps")
print(f"half bond, smallest onset: {half_bond_nm:.4f} nm")
print(f"[111] first window closes: {a_nm * closing_formula(u111):.4f} nm")
print(f"[135] onset: {onset_nm:.4f} nm at {onset_ps:.2f} ps")
print(f"[135] closing: {closing_nm:.4f} nm at {closing_ps:.2f} ps")
print(f"[135] A-atom offset from B site at closing: {a_nm * closing_offset:.4f} nm")
for time, cold, hot in zip(times, cold_counts, hot_counts):
    print(f"t={time:.0f} ps: drift {drift_speed * time:.4f} nm, "
          f"false pairs rigid {cold}, vibrating {hot}")
print(f"start temperature: {start_temperature:.0f} K; heating: {heating:.1f} K")
print(f"vibration per component at 300 K (rough input): {vibration_300:.4f} nm")
print(f"vibration per component after heating: {sigma_nm:.5f} nm")
print(f"distance to bond face at 60 ps: {face_margin:.5f} nm")
print(f"Gaussian-tail false pairs at 60 ps: {tail_count:.1f}")
print(f"fcc empty-site fraction at face midpoint, vibrating: {fcc_empty:.4f}")
print(f"one real pair at 80 ps, raw count: {raw_pairs} pairs")
print(f"same after mean subtraction: {corrected_pairs} pair")
print(f"error of mean displacement: {residual_nm:.6f} nm")
print(f"energy removed by zeroing mean velocity: {removed_ev:.5f} eV")
print(f"thermal centre-of-mass speed per component: {thermal_speed:.6f} nm/ps")
print(f"Langevin border fraction: {border_fraction:.4f}")
print(f"border damping time (input): {border_damping_ps:.1f} ps")
print(f"whole-cell drift decay time: {decay_ps:.3f} ps")
print(f"damped mean drift at 80 ps: {mean_damped:.5f} nm")
print(f"random drift at 80 ps, rms per component: {rms_component:.5f} nm")
print(f"random drift at 80 ps, rms in 3D: {np.sqrt(3) * rms_component:.5f} nm")
print(f"simulated damped mean and rms component: {x.mean():.5f}, {x.std():.5f} nm")
print(f"electronic energy loss (rough input): {100 * electronic_fraction:.0f} %")
print(f"[135] onset with this early loss: {onset_with_loss:.2f} ps")
print(f"sound speed (rough input): {sound_speed:.1f} nm/ps")
print(f"sound-crossing time: {sound_crossing:.2f} ps")
print("done: every assertion held")
```

Running it gives:

```
Bravais drifts tested, all singly occupied: 180
diamond drifts tested: 300, with false pairs: 133
largest onset error in direction scan: 0.00050 a
false fraction of uniform drifts, 64^3 grid: 0.4385
shift from 32^3 to 64^3 grid: -0.00293
false fraction from random drifts: 0.4366
chain drift over v0 t/N, min and max: 0.9968, 1.0071
lattice parameter (rough input): 0.543 nm
atoms: 64000; cell edge: 10.86 nm
recoil energy: 2000 eV; atomic mass: 28.0855 u
initial recoil speed: 117.22 nm/ps
centre-of-mass drift speed: 0.001832 nm/ps
half bond, smallest onset: 0.1176 nm
[111] first window closes: 0.3527 nm
[135] onset: 0.1339 nm at 73.08 ps
[135] closing: 0.1721 nm at 93.96 ps
[135] A-atom offset from B site at closing: 0.1176 nm
t=60 ps: drift 0.1099 nm, false pairs rigid 0, vibrating 448
t=80 ps: drift 0.1465 nm, false pairs rigid 32000, vibrating 27282
t=100 ps: drift 0.1832 nm, false pairs rigid 0, vibrating 6660
start temperature: 300 K; heating: 120.9 K
vibration per component at 300 K (rough input): 0.0080 nm
vibration per component after heating: 0.00948 nm
distance to bond face at 60 ps: 0.02104 nm
Gaussian-tail false pairs at 60 ps: 422.4
fcc empty-site fraction at face midpoint, vibrating: 0.2520
one real pair at 80 ps, raw count: 27283 pairs
same after mean subtraction: 1 pair
error of mean displacement: 0.000124 nm
energy removed by zeroing mean velocity: 0.03125 eV
thermal centre-of-mass speed per component: 0.001178 nm/ps
Langevin border fraction: 0.2710
border damping time (input): 1.0 ps
whole-cell drift decay time: 3.690 ps
damped mean drift at 80 ps: 0.00676 nm
random drift at 80 ps, rms per component: 0.02796 nm
random drift at 80 ps, rms in 3D: 0.04842 nm
simulated damped mean and rms component: 0.00620, 0.02795 nm
electronic energy loss (rough input): 20 %
[135] onset with this early loss: 81.70 ps
sound speed (rough input): 8.0 nm/ps
sound-crossing time: 1.36 ps
done: every assertion held
```
